# Why the 2p+ donor state stays bound above the lowest Landau edge: test program

```python
"""Why the 2p+ donor state stays bound above the lowest Landau edge.

Result under test: with the field B along the valley axis z, L_z is conserved.
The 2p+ state (m=+1) can lie above hbar*wc/2, yet the continuum of its own
sector starts at 3*hbar*wc/2, so it cannot decay into a free electron.
Donor units: hbar = transverse mass = e^2/(4 pi eps0 eps) = 1.
gamma = cyclotron energy / energy unit; alpha = transverse/longitudinal mass.
Even states in z are expanded in Laguerre functions of rho and of z > 0.
Complex scaling z -> z*exp(i*theta) turns decay widths into -2*Im(E).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import eigh, lu_factor, lu_solve
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre


def orthonormal_set(count, power, order, scale, measure_power, points=160):
    """Quadrature points, weighted orthonormal functions and derivatives."""
    u, w = np.polynomial.legendre.leggauss(points)
    u, w = (u + 1) / 2, w / 2
    top = 4 * count + 40
    x, w = top * u**2, 2 * top * u * w
    values, slopes = [], []
    for n in range(count):
        lag = eval_genlaguerre(n, order, x)
        dlag = -eval_genlaguerre(n - 1, order + 1, x) if n else 0 * x
        values.append(x**power * lag * np.exp(-x / 2))
        slope = power * x**(power - 1.0) * lag + x**power * (dlag - lag / 2)
        slopes.append(slope * np.exp(-x / 2) / scale)
    root = np.sqrt(w * scale * (x * scale)**measure_power)[:, None]
    q, r = np.linalg.qr(np.array(values).T * root)
    d = np.linalg.solve(r.T, (np.array(slopes).T * root).T).T
    return x * scale, q, d


def radial_set(m, count, scale):
    return orthonormal_set(count, abs(m), 2 * abs(m) + 1, scale, 1)


def radial_parts(m, count, scale):
    rho, q, d = radial_set(m, count, scale)
    kinetic = (d.T @ d + q.T @ ((m * m / rho**2)[:, None] * q)) / 2
    return kinetic, q.T @ (rho[:, None]**2 * q)


def donor_parts(m, alpha, nr, nz, br, bz, theta=0.0):
    """Kinetic, Coulomb and rho^2 matrices, even in z."""
    rho, qr, _ = radial_set(m, nr, br)
    z, qz, dz = orthonormal_set(nz, 0, 0, bz, 0)
    kin_r, rho2 = radial_parts(m, nr, br)
    turn = np.exp(1j * theta) if theta else 1.0
    coulomb = -1 / np.sqrt(rho[:, None]**2 + (z[None, :] * turn)**2)
    pair_r = np.einsum('ia,ic->aci', qr, qr).reshape(nr * nr, -1)
    pair_z = np.einsum('jb,jd->jbd', qz, qz).reshape(len(z), -1)
    v = (pair_r @ coulomb @ pair_z).reshape(nr, nr, nz, nz)
    v = v.transpose(0, 2, 1, 3).reshape(nr * nz, nr * nz)
    kinetic = (np.kron(kin_r, np.eye(nz))
               + np.kron(np.eye(nr), alpha / 2 * dz.T @ dz) / turn**2)
    return kinetic, v, np.kron(rho2, np.eye(nz))


def hamiltonian(parts, m, gamma):
    kinetic, v, rho2 = parts
    return (kinetic + v + gamma**2 / 8 * rho2
            + m * gamma / 2 * np.eye(len(v)))


def lowest(matrix):
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]


# --- conservation of L_z, from the kinetic momentum ---
X, Y, Z = sp.symbols('x y z', real=True)
G, A, TILT = sp.symbols('gamma alpha tilt', positive=True)
PSI = sp.Function('psi')(X, Y, Z)


def ang(f):
    return -sp.I * (X * sp.diff(f, Y) - Y * sp.diff(f, X))


def kin_x(f):
    return -sp.I * sp.diff(f, X) - G * Y * f / 2


def kin_y(f):
    return -sp.I * sp.diff(f, Y) + G * X * f / 2


def full_h(f, tilt=0):
    return ((kin_x(kin_x(f)) + kin_y(kin_y(f))) / 2 - A * sp.diff(f, Z, 2) / 2
            + tilt * kin_x(-sp.I * sp.diff(f, Z))
            - f / sp.sqrt(X**2 + Y**2 + Z**2))


expanded = (-(sp.diff(PSI, X, 2) + sp.diff(PSI, Y, 2)) / 2
            - A * sp.diff(PSI, Z, 2) / 2 + G / 2 * ang(PSI)
            + G**2 * (X**2 + Y**2) / 8 * PSI
            - PSI / sp.sqrt(X**2 + Y**2 + Z**2))
assert sp.simplify(sp.expand(full_h(PSI) - expanded)) == 0
assert sp.simplify(sp.expand(full_h(ang(PSI)) - ang(full_h(PSI)))) == 0
assert sp.expand(full_h(ang(PSI), TILT) - ang(full_h(PSI, TILT))) != 0

# --- germanium donor, rough parameters ---
mt, ml, eps = 0.082, 1.6, 15.4
alpha = mt / ml
field = 5.0
hartree_mev = const.value('Hartree energy in eV') * 1e3
bohr_nm = const.value('Bohr radius') * 1e9
unit = hartree_mev * mt / eps**2
length = bohr_nm * eps / mt
free_cyc = const.hbar / const.m_e * 1e3
per_tesla = free_cyc / mt
gamma = per_tesla * field / unit

# --- Landau energies sector by sector ---
landau_error = 0.0
for m in range(-2, 3):
    kin, rho2 = radial_parts(m, 18, 0.4)
    levels = np.linalg.eigvalsh(kin + gamma**2 / 8 * rho2) + m * gamma / 2
    rule = gamma * (np.arange(2) + (abs(m) + m) / 2 + 0.5)
    landau_error = max(landau_error, np.max(abs(levels[:2] - rule)))
assert landau_error < 1e-3 * gamma

# --- solver against hydrogen ---
hyd_2p = lowest(hamiltonian(donor_parts(1, 1.0, 18, 18, 1.0, 1.0), 1, 0.0))
hyd_1s = lowest(hamiltonian(donor_parts(0, 1.0, 18, 18, 0.5, 0.5), 0, 0.0))
assert abs(hyd_2p + 1 / 8) < 5e-5
assert abs(hyd_1s + 1 / 2) < 3e-3

# --- 2p+ in the field ---
plus = donor_parts(1, alpha, 18, 18, 0.4, 0.2)


def above_edge(g):
    """Energy of 2p+ above the lowest Landau edge."""
    return lowest(hamiltonian(plus, 1, g)) - g / 2


gamma_cross = brentq(above_edge, 0.02, 2.55, xtol=1e-8)
b_cross = gamma_cross * unit / per_tesla
gamma_bound = np.sqrt(27 / 4)
radii = np.linspace(0.05, 10, 200001)
floor = 1 / (2 * radii**2) - 1 / radii + gamma_bound**2 * radii**2 / 8
assert abs(floor.min()) < 1e-6 and gamma_cross < gamma_bound
assert field > b_cross

energies, vectors = eigh(hamiltonian(plus, 1, gamma), subset_by_index=[0, 0])
e_plus, state = energies[0], vectors[:, 0]
mean_t, mean_v, mean_r2 = [state @ part @ state for part in plus]
virial = 2 * mean_t + mean_v - 2 * gamma**2 / 8 * mean_r2
assert abs(virial) < 2e-3 * mean_t
step = 1e-3
slope = (above_edge(gamma + step) - above_edge(gamma - step)) / (2 * step)
assert abs(slope - gamma * mean_r2 / 4) < 1e-3 * slope

# a larger, longer basis leaves 2p+ alone but fills the m=0 continuum
e_long = lowest(hamiltonian(donor_parts(1, alpha, 18, 30, 0.4, 0.3), 1, gamma))
assert abs(e_long - e_plus) < 3e-4
counts = []
for nz in (18, 36):
    zero = hamiltonian(donor_parts(0, alpha, 18, nz, 0.4, 0.2), 0, gamma)
    ev = np.linalg.eigvalsh(zero)
    counts.append(int(np.sum((ev > gamma / 2) & (ev < e_plus))))
assert counts[1] > counts[0] > 0

# --- variational proof of binding below the edge of the m=+1 sector ---
kappa = 1.5
attraction = dblquad(
    lambda z, t: 2 * kappa * t * np.exp(-t - 2 * kappa * z)
    / np.sqrt(2 * t / gamma + z * z), 0, 40, 0, 15, epsabs=1e-7)[0]
trial_binding = attraction - alpha * kappa**2 / 2
binding = 1.5 * gamma - e_plus
assert 0 < trial_binding < binding

# --- control 1: an m=0 resonance in the same range does decay ---
size = dict(alpha=alpha, nr=18, nz=30, br=0.4, bz=0.2)
zero_a = hamiltonian(donor_parts(0, theta=0.25, **size), 0, gamma)
zero_b = hamiltonian(donor_parts(0, theta=0.35, **size), 0, gamma)
ev_a, ev_b = np.linalg.eigvals(zero_a), np.linalg.eigvals(zero_b)
drift = np.min(abs(ev_a[:, None] - ev_b[None, :]), axis=1)
window = ((ev_a.real > 0.65 * gamma) & (ev_a.real < 1.45 * gamma)
          & (drift < 2e-3))
assert window.any()
pick = np.where(window)[0][np.argmin(ev_a[window].real)]
resonance, res_drift = ev_a[pick], drift[pick]
res_width = -2 * resonance.imag
assert res_width > 5 * res_drift

# --- control 2: a lateral field couples m=+1 to m=0 and opens the decay ---
one_a = hamiltonian(donor_parts(1, theta=0.25, **size), 1, gamma)
rho, q0, _ = radial_set(0, 18, 0.4)
_, q1, _ = radial_set(1, 18, 0.4)
dipole = np.kron(q0.T @ (rho[:, None] * q1), np.eye(30)) / 2


def coupled_energy(lateral):
    """Complex energy of 2p+ with potential lateral*x, sectors 0 and 1."""
    h = np.block([[zero_a, lateral * dipole], [lateral * dipole.T, one_a]])
    n = len(zero_a)
    factors = lu_factor(h - (e_plus + 1e-4j) * np.eye(2 * n))
    v = np.concatenate([np.zeros(n), np.ones(n)]).astype(complex)
    for _ in range(15):
        v = lu_solve(factors, v)
        v /= np.linalg.norm(v)
    return (v @ h @ v) / (v @ v)


ion_distance = 200.0
ion_field = (const.e / (4 * np.pi * const.epsilon_0 * eps)
             / (ion_distance * 1e-9)**2 / 100)
unit_field = unit / length * 1e4
axial = coupled_energy(0.0)
width_full = -2 * (coupled_energy(ion_field / unit_field) - axial).imag
width_half = -2 * (coupled_energy(ion_field / unit_field / 2) - axial).imag
assert abs(axial.real - e_plus) < 1e-3
assert abs(2 * axial.imag) < 0.01 * res_width
assert width_half > 0 and abs(width_full / width_half - 4) < 0.2

# --- other valleys: Landau edge and strain separation ---
axis = np.ones(3) / np.sqrt(3)
other = np.array([1, 1, -1]) / np.sqrt(3)
inverse_mass = (np.eye(3) - np.outer(other, other)) / mt
inverse_mass += np.outer(other, other) / ml
cross = np.array([[0, -axis[2], axis[1]], [axis[2], 0, -axis[0]],
                  [-axis[1], axis[0], 0]])
rate = np.max(np.linalg.eigvals(cross @ inverse_mass).imag)
cos2 = (axis @ other)**2
assert abs(rate - np.sqrt(cos2 / mt**2 + (1 - cos2) / (mt * ml))) < 1e-9
other_edge = free_cyc * field * rate / 2
shear, deformation, stiffness = -1e-3, 16.0, 67.0
strain = shear * (np.ones((3, 3)) - np.eye(3))
separation = deformation * 1e3 * (other @ strain @ other - axis @ strain @ axis)
stress = 6 * stiffness * shear
clearance = separation + other_edge - e_plus * unit
assert clearance > 0

# --- numbers for the text ---
print(f"transverse mass (rough input): {mt:.3f} m_e")
print(f"longitudinal mass (rough input): {ml:.2f} m_e")
print(f"relative permittivity (rough input): {eps:.1f}")
print(f"mass ratio alpha: {alpha:.5f}")
print(f"donor energy unit: {unit:.3f} meV")
print(f"donor length unit: {length:.3f} nm")
print(f"cyclotron energy per tesla: {per_tesla:.4f} meV/T")
print(f"largest Landau-rule error: {landau_error * unit:.1e} meV")
print(f"hydrogen 2p check (exact -0.125): {hyd_2p:.6f} Hartree")
print(f"zero-field 2p energy: {above_edge(0.0) * unit:.3f} meV")
print(f"crossing gamma: {gamma_cross:.4f}")
print(f"crossing field: {b_cross:.3f} T")
print(f"upper bound on crossing gamma: {gamma_bound:.4f}")
print(f"upper bound on crossing field: {gamma_bound*unit/per_tesla:.2f} T")
print("B (T) | lowest edge | 2p+ | m=+1 edge | binding to it (meV)")
previous = above_edge(0.0)
for b in (1.0, 2.0, 3.0, 5.0, 8.0):
    g = per_tesla * b / unit
    q = above_edge(g)
    assert q > previous and q < g
    previous = q
    print(f"{b:.1f} | {g*unit/2:.3f} | {(q+g/2)*unit:.3f} | "
          f"{1.5*g*unit:.3f} | {(g-q)*unit:.3f}")
print(f"working field: {field:.1f} T")
print(f"gamma at working field: {gamma:.4f}")
print(f"2p+ above lowest edge: {(e_plus - gamma/2) * unit:.3f} meV")
print(f"2p+ below its own edge: {binding * unit:.3f} meV")
print(f"trial decay constant kappa: {kappa / length:.4f} 1/nm")
print(f"trial-function binding: {trial_binding * unit:.3f} meV")
print(f"rms lateral radius of 2p+: {np.sqrt(mean_r2) * length:.2f} nm")
print(f"2p+ change in longer basis: {abs(e_long-e_plus)*unit:.1e} meV")
print(f"m=0 levels from lowest edge to 2p+, short basis: {counts[0]}")
print(f"m=0 levels from lowest edge to 2p+, long basis: {counts[1]}")
print(f"m=0 resonance energy: {resonance.real * unit:.3f} meV")
print(f"m=0 resonance width: {res_width * unit:.4f} meV")
print(f"m=0 resonance numerical drift: {res_drift * unit:.1e} meV")
print(f"axial 2p+ width, numerical noise: {abs(2*axial.imag)*unit:.1e} meV")
print(f"distance of charged impurity: {ion_distance:.0f} nm")
print(f"its lateral field: {ion_field:.2f} V/cm")
print(f"2p+ width in that field: {width_full * unit * 1e6:.3g} neV")
lifetime = const.hbar / (width_full * unit * 1e-3 * const.e)
print(f"lifetime against this decay: {lifetime * 1e9:.3g} ns")
print(f"width ratio, full to half field: {width_full / width_half:.4f}")
print(f"other-valley cyclotron mass: {1 / rate:.4f} m_e")
print(f"other-valley lowest edge, unstrained: {other_edge:.3f} meV")
print(f"shear strain component (input): {shear * 100:.2f} %")
print(f"deformation potential (rough input): {deformation:.1f} eV")
print(f"shear stiffness (rough input): {stiffness:.0f} GPa")
print(f"stress along [111], negative = compression: {stress:.3f} GPa")
print(f"valley separation by strain: {separation:.2f} meV")
print(f"other-valley edge above 2p+, strained: {clearance:.2f} meV")
band_gap = 2.1
print(f"band separation at the valley (rough input): {band_gap:.1f} eV")
print("cyclotron energy / band separation: "
      f"{per_tesla * field / band_gap / 10:.2f} %")
temperature = 2.0
print(f"thermal energy at {temperature:.0f} K: "
      f"{const.k * temperature / const.e * 1e3:.3f} meV")
print("all tests passed")
```

Printed output:

```
transverse mass (rough input): 0.082 m_e
longitudinal mass (rough input): 1.60 m_e
relative permittivity (rough input): 15.4
mass ratio alpha: 0.05125
donor energy unit: 9.409 meV
donor length unit: 9.938 nm
cyclotron energy per tesla: 1.4118 meV/T
largest Landau-rule error: 1.9e-05 meV
hydrogen 2p check (exact -0.125): -0.125000 Hartree
zero-field 2p energy: -1.731 meV
crossing gamma: 0.4407
crossing field: 2.937 T
upper bound on crossing gamma: 2.5981
upper bound on crossing field: 17.31 T
B (T) | lowest edge | 2p+ | m=+1 edge | binding to it (meV)
1.0 | 0.706 | -0.714 | 2.118 | 2.832
2.0 | 1.412 | 0.652 | 4.235 | 3.584
3.0 | 2.118 | 2.172 | 6.353 | 4.181
5.0 | 3.530 | 5.451 | 10.589 | 5.138
8.0 | 5.647 | 10.680 | 16.942 | 6.262
working field: 5.0 T
gamma at working field: 0.7503
2p+ above lowest edge: 1.922 meV
2p+ below its own edge: 5.138 meV
trial decay constant kappa: 0.1509 1/nm
trial-function binding: 4.354 meV
rms lateral radius of 2p+: 19.18 nm
2p+ change in longer basis: 7.3e-09 meV
m=0 levels from lowest edge to 2p+, short basis: 2
m=0 levels from lowest edge to 2p+, long basis: 7
m=0 resonance energy: 4.929 meV
m=0 resonance width: 0.2846 meV
m=0 resonance numerical drift: 5.1e-06 meV
axial 2p+ width, numerical noise: 2.8e-11 meV
distance of charged impurity: 200 nm
its lateral field: 23.38 V/cm
2p+ width in that field: 321 neV
lifetime against this decay: 2.05 ns
width ratio, full to half field: 3.9894
other-valley cyclotron mass: 0.2072 m_e
other-valley lowest edge, unstrained: 1.397 meV
shear strain component (input): -0.10 %
deformation potential (rough input): 16.0 eV
shear stiffness (rough input): 67 GPa
stress along [111], negative = compression: -0.402 GPa
valley separation by strain: 42.67 meV
other-valley edge above 2p+, strained: 38.61 meV
band separation at the valley (rough input): 2.1 eV
cyclotron energy / band separation: 0.34 %
thermal energy at 2 K: 0.172 meV
all tests passed
```
